# Gerade-ungerade splitting of H₂⁺ from a surface integral

## 1. Two narrow wells on a line

Take one electron in one dimension with two attractive delta wells at \(x=\pm R/2\). In atomic units, used throughout unless another unit is given,

\[
H=-\tfrac12\frac{d^2}{dx^2}-\kappa\left[\delta(x+\tfrac R2)+\delta(x-\tfrac R2)\right].
\]

A bound state has energy \(-k^2/2\). Between the wells it is \(\cosh kx\) (even) or \(\sinh kx\) (odd); outside it decays as \(e^{-k|x|}\). At each well the slope jumps by \(-2\kappa\psi\), which gives

\[
k\left(1+\tanh\tfrac{kR}{2}\right)=2\kappa,\qquad
k\left(1+\coth\tfrac{kR}{2}\right)=2\kappa .
\]

These are the same as \(k=\kappa(1\pm e^{-kR})\), upper sign for even. The odd state exists only for \(\kappa R>1\), because \(k\coth\tfrac{kR}{2}\to 2/R\) as \(k\to0\). For large \(R\), replace \(k\) by \(\kappa\) in the exponent:

\[
E_u-E_g=\tfrac12(k_g^2-k_u^2)\simeq 2\kappa^2e^{-\kappa R}.
\]

Now take the orbital of the left well alone, \(\phi=\sqrt\kappa\,e^{-\kappa|x+R/2|}\), and evaluate one product at the midpoint:

\[
-2\phi\phi'\big|_{x=0}=2\kappa\,\phi(0)^2=2\kappa^2e^{-\kappa R}.
\]

The splitting is read off at the midpoint, where the electron is less likely to be than anywhere else between the wells. The isolated orbital suffices here because no force acts between the wells. With two protons, the far proton acts on the tail all the way to the midplane, and that changes the constant.

## 2. The identity in three dimensions

Fix two protons a distance \(R\) apart, A at \(z=-R/2\) and B at \(z=+R/2\). The electronic Hamiltonian is

\[
H=-\tfrac12\nabla^2-\frac1{r}-\frac1{r_B},
\]

with \(r\) measured from A. The proton repulsion is the same for both states and cancels in the difference. Nuclear motion, relativity and spin are left out.

Let \(\psi_g,\psi_u\) be the lowest even and odd states, real, normalized and positive at A. Let \(L\) be the half-space \(z<0\) and \(M\) the midplane. The potential terms cancel in

\[
(E_u-E_g)\int_L\psi_g\psi_u\,dV=\int_L(\psi_gH\psi_u-\psi_uH\psi_g)\,dV
=-\tfrac12\int_L(\psi_g\nabla^2\psi_u-\psi_u\nabla^2\psi_g)\,dV .
\]

Green's theorem turns the last integral into a surface term. The surface at infinity gives nothing, and neither does a small sphere around A, because the functions and their slopes are finite there. The outward normal on \(M\) is \(+z\). Symmetry gives \(\psi_u=0\) and \(\partial_z\psi_g=0\) on \(M\), so

\[
(E_u-E_g)\int_L\psi_g\psi_u\,dV=-\tfrac12\int_M\psi_g\,\partial_z\psi_u\,dS .
\]

Define \(\phi_A=(\psi_g+\psi_u)/\sqrt2\), localized at A, and its mirror image \(\phi_B=(\psi_g-\psi_u)/\sqrt2\). On \(M\), \(\psi_g=\sqrt2\,\phi_A\) and \(\partial_z\psi_u=\sqrt2\,\partial_z\phi_A\), so the right side is \(-\int_M\phi_A\partial_z\phi_A\,dS\). On the left, \(\psi_g\psi_u=\tfrac12(\phi_A^2-\phi_B^2)\). If \(w\) is the weight of \(\phi_A^2\) beyond the midplane, then \(\int_L\phi_A^2=1-w\) and, by reflection, \(\int_L\phi_B^2=w\). Hence

\[
E_u-E_g=\frac{-2\int_M\phi_A\,\partial_z\phi_A\,dS}{1-2w}.
\tag{1}
\]

This is the Holstein-Herring formula, and no approximation has been made in it. At \(R=8\) bohr, wave functions computed in spheroidal coordinates give \(3.96437\times10^{-3}\) hartree both from the energy difference and from (1). There \(w=1.7\times10^{-3}\). Beyond \(M\) the tail has \(r>R/2\), so \(w\) falls as \(e^{-R}\) times a power of \(R\), and the denominator can be set to 1.

## 3. First attempt: the undisturbed orbital

Insert \(\phi=e^{-r}/\sqrt\pi\). On \(M\), \(\partial_zr=R/(2r)\), so \(-\partial_z\phi=(R/2r)\phi\). With \(\rho\) the distance from the axis, \(r^2=\rho^2+R^2/4\) and \(\rho\,d\rho=r\,dr\). Then

\[
-2\int_M\phi\,\partial_z\phi\,dS
=2\int\frac{R}{2r}\,\frac{e^{-2r}}{\pi}\,2\pi\rho\,d\rho
=2R\int_{R/2}^{\infty}e^{-2r}dr=Re^{-R}.
\]

The same integral shows where the flux crosses. Put \(r=R/2+s\); the normalized weight is \(2e^{-2s}\), with \(\langle s\rangle=\langle s^2\rangle=\tfrac12\). Since \(\rho^2=Rs+s^2\),

\[
\langle\rho^2\rangle=\frac{R+1}{2}.
\]

The patch has a width of order \(\sqrt R\), narrow compared with \(R\). At \(R=24\) bohr the estimate is 12.5 bohr², and the computed \(\phi_A\) gives 12.46 bohr². What remains is the factor by which proton B raises the tail on this patch.

## 4. The tail under the pull of the second proton

Let \(\bar E=(E_g+E_u)/2\) and \(\Delta=E_u-E_g\). From the definitions,

\[
H\phi_A=\bar E\phi_A-\tfrac{\Delta}{2}\phi_B .
\]

Up to the midplane \(\phi_B\) does not exceed \(\phi_A\), so the last term is exponentially small and is dropped.

For \(\bar E\), expand the far attraction near A: \(-1/r_B=-1/R-r\cos\theta/R^2-\dots\), with \(\theta\) the angle from the axis. The first term shifts the energy by \(-1/R\). The higher ones average to zero over a spherical orbital and act in second order, the dipole term first, so \(\bar E=-\tfrac12-1/R+O(R^{-4})\).

Write \(\phi_A=\chi e^{-r}/\sqrt\pi\). Since

\[
\nabla^2(\chi e^{-r})=e^{-r}\left[\nabla^2\chi-2\partial_r\chi+\left(1-\tfrac2r\right)\chi\right],
\]

the terms \(\pm\chi/r\) and \(\pm\chi/2\) cancel in \((H-\bar E)\phi_A=0\), leaving

\[
\partial_r\chi=\left(\frac1{r_B}-\frac1R\right)\chi+\tfrac12\nabla^2\chi+O(R^{-4})\chi .
\tag{2}
\]

The bracket is of order \(1/R\) and acts over a length of order \(R\), so its effect does not fade with distance. Since \(\chi\) varies on the scale \(R\), its Laplacian is of order \(1/R^2\) and contributes \(O(1/R)\) over the same length. To leading order it goes.

On the axis \(r_B=R-r\). Near A the orbital is the undisturbed one, so \(\chi(0)=1\), and

\[
\ln\chi=\int_0^r\left(\frac1{R-s}-\frac1R\right)ds
=-\ln\left(1-\frac rR\right)-\frac rR .
\tag{3}
\]

At the midpoint \(\chi=2e^{-1/2}=1.2131\).

**Limit \(r\ll R\).** Equation (3) gives \(\ln\chi\simeq r^2/(2R^2)\). First-order perturbation theory in the dipole term gives \(\chi=1+(r+r^2/2)\cos\theta/R^2\). This solves (2) to order \(R^{-2}\): the left side is \((1+r)\cos\theta/R^2\), the bracket supplies \(r\cos\theta/R^2\), and half the Laplacian supplies \(\cos\theta/R^2\), because \(\nabla^2(r\cos\theta)=0\) and \(\nabla^2(r^2\cos\theta)=4\cos\theta\). The \(r^2\) terms agree, and the extra \(r/R^2\) is at most \(O(1/R)\) on the way to \(M\). The same function gives the second-order energy

\[
-\frac1{R^4}\left\langle r\cos^2\theta\left(r+\tfrac{r^2}{2}\right)\right\rangle
=-\frac{1}{3R^4}\left(3+\frac{15}{4}\right)=-\frac{9}{4R^4},
\]

using \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=\tfrac{15}2\). The computed \(R^4(\bar E+\tfrac12+1/R)\) at \(R=80\) bohr is \(-2.2513\).

**Limit of large \(R\).** The computed midpoint values of \(\chi\) are 1.2991, 1.2532 and 1.2393 at \(R=12\), 24 and 36 bohr. A quadratic in \(1/R\) through them extrapolates to 1.2135, against 1.2131 from (3). A quarter of the way along, both the extrapolation and (3) give 1.0384.

## 5. Rays off the axis

The flux patch has finite width, so \(\chi\) is needed for a ray at angle \(\theta\). Such a ray meets \(M\) at \(r=qR/2\), where \(q=\sec\theta\), and along it \(r_B=\sqrt{s^2-2sR/q+R^2}\). An antiderivative of \(1/r_B\) is \(\ln(s-R/q+r_B)\). At the upper end \(r_B=r\), so the argument is \(R(q-1/q)\); at the lower end it is \(R(1-1/q)\). Their ratio is \((q^2-1)/(q-1)=q+1\), and the term \(-1/R\) contributes \(-q/2\). Therefore

\[
\chi_M=(1+q)\,e^{-q/2},\qquad
\frac{d\ln\chi_M}{dq}=\frac1{1+q}-\frac12 .
\]

The derivative vanishes at \(q=1\), so \(\chi\) is stationary at the centre of the patch. There \(q-1=2s/R\) with \(s\) of order one, so the variation of \(\chi_M\) enters at relative order \(R^{-2}\). Replacing \(\chi^2\) by \((2e^{-1/2})^2=4/e\) is justified. The slope of \(\ln\chi\) is of order \(1/R\), against 1 for the slope of \(e^{-r}\), so to leading order it is dropped from \(\partial_z\phi_A\). The integral of section 3 then gives

\[
\boxed{E_u-E_g\simeq\frac4e\,Re^{-R}=4R\,e^{-R-1}}
\tag{4}
\]

This is the full splitting. Each level lies half of it from the mean.

**Another nuclear charge.** For two bare nuclei of charge \(Z\) and one electron, measuring length in units of \(1/Z\) multiplies \(H\) by \(Z^2\) and leaves the same problem at separation \(ZR\). The splitting becomes \(4Z^3Re^{-ZR-1}\).

## 6. How fast the limit is reached

The first correction needs the Laplacian of (2) on the axis. Put \(u=r/R\) and \(\ln\chi=S_0+S_1/R\). Dividing (2) by \(\chi\) and collecting the next order gives

\[
\frac{dS_1}{du}=\tfrac12\left(\nabla_u^2S_0+|\nabla_uS_0|^2\right).
\]

From (3), \(S_0'=u/(1-u)\) and \(S_0''=1/(1-u)^2\). The angular part needs the slope in \(c=\cos\theta\) at \(c=1\):

\[
\frac{\partial S_0}{\partial c}=\int_0^u\frac{s\,ds}{(1-s)^3}=\frac{u^2}{2(1-u)^2}.
\]

On the axis the angular Laplacian is \(-(2/u^2)\,\partial S_0/\partial c=-1/(1-u)^2\), which cancels \(S_0''\). What is left is \(2S_0'/u=2/(1-u)\), so

\[
S_1\left(\tfrac12\right)=\int_0^{1/2}\left[\frac1{1-u}+\frac{u^2}{2(1-u)^2}\right]du
=\ln2+\left(\tfrac34-\ln2\right)=\tfrac34 .
\]

Squaring \(\chi\) turns this into \(+3/(2R)\). The slope in (1) also changes: at the midpoint \(\partial_z\ln\chi=2/R-1/R=1/R\), which reduces \(-\partial_z\ln\phi_A\) from 1 to \(1-1/R\). Off-axis changes enter at order \(R^{-2}\). In total

\[
E_u-E_g=4Re^{-R-1}\left[1+\frac1{2R}+O(R^{-2})\right].
\]

Computed splittings divided by (4) are:

| \(R\) (bohr) | ratio |
|---|---|
| 4 | 0.933 |
| 6 | 0.974 |
| 8 | 1.004 |
| 10 | 1.014 |
| 20 | 1.017 |
| 40 | 1.0105 |
| 80 | 1.0058 |

A quadratic in \(1/R\) through the last three points has limit 0.99994 and slope 0.508 bohr, against the derived 1 and \(\tfrac12\).

The approach is not monotonic. The agreement to 0.4 % at 8 bohr comes from a crossing: \(1/(2R)\) alone would give 6 %, so higher terms nearly cancel it there. At 4 bohr the leading law is 7 % too high. It has no claim at smaller \(R\), where the two orbitals merge and a separate tail loses its meaning.

## 7. From splitting to charge transfer

Let a proton pass a hydrogen atom on a straight line with speed \(v\) and impact parameter \(b\), so that \(R^2=b^2+x^2\) and \(x=vt\). In the basis \(\phi_A,\phi_B\) the coupling is \(-\Delta/2\). With the common phase removed, the amplitudes obey

\[
i\dot a_A=-\tfrac{\Delta}{2}a_B,\qquad i\dot a_B=-\tfrac{\Delta}{2}a_A .
\]

The combinations \(a_A\pm a_B\) only gain phases \(e^{\pm i\Phi}\). Starting on A gives \(a_B=i\sin\Phi\), so

\[
P=\sin^2\Phi,\qquad \Phi(b)=\frac1{2v}\int_{-\infty}^{\infty}\Delta(R)\,dx .
\]

Insert (4) and substitute \(x=b\sinh y\), so that \(R=b\cosh y\) and \(dx=b\cosh y\,dy\). With \(\cosh^2y=\tfrac12(1+\cosh2y)\) and \(K_n(b)=\int_0^\infty e^{-b\cosh y}\cosh ny\,dy\),

\[
\Phi=\frac{2}{ev}\,b^2\left[K_0(b)+K_2(b)\right]
\;\longrightarrow\;\frac{2\sqrt{2\pi}}{e\,v}\,b^{3/2}e^{-b}\quad(b\gg1).
\]

At 10 eV, \(v=0.0200\). For \(b=8\) bohr the large-\(b\) form gives 0.700 rad, still 10 % low, while the Bessel form gives \(\Phi=0.781\) rad and \(\sin^2\Phi=0.4955\), and direct integration of the two amplitude equations gives the same probability.

For slow ions, \(v\ll1\), the phase at small \(b\) is many radians and \(P\) averages \(\tfrac12\); at large \(b\) it dies exponentially. The cross section \(\sigma=2\pi\int Pb\,db\) therefore behaves like half a disc, which defines a radius \(b_c=\sqrt{2\sigma/\pi}\). If \(b_c\) marks a fixed phase, then \(b_c-\tfrac32\ln b_c=\text{const}-\ln v\), and the radius grows logarithmically as the ion slows.

## 8. A 10 eV proton in a hydrogen processing plasma

Take H atoms at 2 mTorr and 500 K, so \(n=p/k_BT=3.863\times10^{13}\) cm⁻³. Integrating \(P\) with the leading law gives \(\sigma=132.1\) bohr² \(=3.70\times10^{-15}\) cm² and \(b_c=9.17\) bohr. The mean free path for this process is

\[
\lambda=\frac1{n\sigma}=\frac{1}{(3.863\times10^{13})(3.70\times10^{-15})}\ \text{cm}=7.0\ \text{cm}.
\]

At 1 and 100 eV the cross sections are \(4.88\times10^{-15}\) and \(2.67\times10^{-15}\) cm², so \(b_c\) is 10.5 and 7.8 bohr. These are straight-path values; near 1 eV the bending of the paths moves \(\sigma\) by up to about 3 %, so the third digit there is not secure. A tenfold energy change alters \(\ln v\) by 1.15, and the logarithmic rule predicts steps of \(1.15/(1-3/2b_c)\approx1.4\) bohr, as found.

The neglected effects, sized at 10 eV, are small:

- Using (4) in place of the computed splitting lowers \(\sigma\) by 0.33 % at 10 eV. The cross section oscillates weakly with energy, and between 8 and 12 eV this shift runs from \(-0.8\) % to \(+0.1\) %.
- At \(b_c\) the leading polarization term \(9/(4R^4)\) is 8.7 meV and half the splitting is 19 meV, against a collision energy of 5 eV in the centre-of-mass frame. Paths there are nearly straight. A semiclassical partial-wave sum on the computed even and odd curves, which includes the bending, gives \(3.72\times10^{-15}\) cm², 0.5 % above the value used.
- The mean thermal speed of the atoms is 7.4 % of the ion speed. An atom moving at that speed along the beam shifts \(\sigma\) by about 2 %, up or down with its direction.
- The electron must take up the motion of its new proton. The phase \(vx\) across the flux patch, with \(\langle x^2\rangle=(b_c+1)/4\), weakens the coupling by a fraction of order \(v^2\langle x^2\rangle/2=5\times10^{-4}\).
- About 168 partial waves fit inside \(b_c\), so a classical path is reasonable. A straight classical path fails for very slow collisions, where the attraction bends the path and few waves contribute.

The pressure of 2 mTorr is that of the atoms alone. In a mixture of H and H₂ at 10 mTorr in total, one particle in five would be an atom; at 3 mTorr in total, two in three. The free path above counts only H atoms as targets, and any H₂ present adds others. If H₂ has density \(n'\) and cross section \(\sigma'\) for the collisions of interest, the total free path is \(\lambda/(1+n'\sigma'/n\sigma)\). Equal products, taken as an illustration and not as data for H₂, would halve 7.0 cm to 3.5 cm. For transfer on H alone, a proton held at 10 eV over a 0.5 cm path has a chance of about \(0.5/7.0=7\) %. Each such event leaves a fast atom and a slow ion, so it changes the ion energies reaching a surface but not the number of ions. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Surface identity at R = 8 bohr
  gap from energies         3.96437300e-03 hartree
  gap from surface integral 3.96437300e-03 hartree
  weight of phi_A beyond midplane 1.710e-03
Bare 1s surface result, R = 10 bohr: 4.53999e-04 hartree
Flux <rho^2> at R = 24 bohr: 12.457 bohr^2 (estimate 12.5)
Tail factor chi at r = R/4 and r = R/2 (no unit)
  R = 12 bohr: 1.0645  1.2991
  R = 24 bohr: 1.0513  1.2532
  R = 36 bohr: 1.0469  1.2393
  extrapolated: 1.0384  1.2135
  derived:      1.0384  1.2131
R (bohr), computed gap, leading gap (hartree), ratio
    4  1.00534e-01  1.07807e-01  0.93254
    6  2.13252e-02  2.18852e-02  0.97441
    8  3.96437e-03  3.94911e-03  1.00386
   10  6.77660e-04  6.68068e-04  1.01436
   20  6.16776e-08  6.06605e-08  1.01677
   40  2.52687e-16  2.50061e-16  1.01050
   80  2.13693e-33  2.12470e-33  1.00576
Ratio extrapolated to infinite R: 0.99994
Coefficient of 1/R in the ratio: 0.5083 bohr
R^4 (mean energy + 1/2 + 1/R), R = 80: -2.2513 a.u.
Leading gap at R = 10 bohr: 18.179 meV
Ion energy 10 eV: speed 4.3769e+04 m/s = 0.02001 a.u.
At b = 8 bohr: phase 0.7809 rad, probability 0.4955
Ion energy (eV), cross section (cm^2): leading gap, computed gap
      1  4.876e-15  4.886e-15
     10  3.700e-15  3.712e-15
    100  2.666e-15  2.669e-15
10 eV cross section: 132.13 bohr^2
Effective transfer radius sqrt(2 sigma/pi): 9.172 bohr
H atoms: 2 mTorr, 500 K, density 3.863e+13 cm^-3
Mean free path, transfer on H atoms only: 7.00 cm
Neglected effects at 10 eV
  leading instead of computed gap: -0.33 %
  polarization energy at radius: 8.65 meV
  half gap at radius: 19.09 meV
  centre-of-mass collision energy: 5.0 eV
  mean thermal atom speed / ion speed: 0.0740
  electron translation, relative coupling loss: 5.09e-04
  partial waves up to radius: 168
```
